# Gupta-Bleuler quantization of the free photon field, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the action to a Fock space with an indefinite inner product

A photon has two polarizations, while the potential $A^\mu$ has four components. This problem quantizes all four on an equal footing, which keeps Lorentz covariance in view, and then asks which of the resulting states describe light.

The field is free: there are no charges or currents. Units are Heaviside-Lorentz with $\hbar=c=1$, so that energies, frequencies and wave numbers can all be given in eV. The metric is $g=\mathrm{diag}(1,-1,-1,-1)$, repeated indices are summed, $p\cdot x=p_\mu x^\mu$, $\partial\cdot A=\partial_\mu A^\mu$ and $\Box=\partial_\mu\partial^\mu$. A dot over a field is a time derivative.

### (a) Why does the Maxwell action resist canonical quantization, and what does the term $-\tfrac12(\partial\cdot A)^2$ change?

**Solution.** The Maxwell Lagrangian density is

$$\mathscr L_M=-\tfrac14F_{\mu\nu}F^{\mu\nu},\qquad F_{\mu\nu}=\partial_\mu A_\nu-\partial_\nu A_\mu .$$

Under a variation of the potential,

$$\delta\mathscr L_M=-\tfrac12F^{\mu\nu}(\partial_\mu\delta A_\nu-\partial_\nu\delta A_\mu)=-F^{\mu\nu}\partial_\mu\delta A_\nu ,$$

because $F^{\mu\nu}$ is antisymmetric and the two terms are therefore equal. The momentum conjugate to $A_\nu$ is the coefficient of $\partial_0\delta A_\nu$, namely $\pi^\nu=-F^{0\nu}$. Hence $\pi^0=-F^{00}=0$, and the canonical relation $[A_0,\pi^0]=i\delta$ cannot hold.

The field equations show the same defect. They read $\partial_\mu F^{\mu\nu}=\Box A^\nu-\partial^\nu(\partial\cdot A)=0$. For a plane wave $A_\sigma=\varepsilon_\sigma e^{-ip\cdot x}$ each derivative gives a factor $-ip$, so

$$(-p^2g^{\nu\sigma}+p^\nu p^\sigma)\,\varepsilon_\sigma=0 .$$

The choice $\varepsilon_\sigma=p_\sigma$ solves this for every $p$, since $-p^2p^\nu+p^\nu p^2=0$. Such a potential is a pure gradient. As its frequency is arbitrary, the equations do not fix how the potential evolves.

Now add $-\tfrac12(\partial\cdot A)^2$. Expanding the Maxwell term gives

$$-\tfrac14F_{\mu\nu}F^{\mu\nu}=-\tfrac12\partial_\mu A_\nu\partial^\mu A^\nu+\tfrac12\partial_\mu A_\nu\partial^\nu A^\mu .$$

The last product differs from $(\partial\cdot A)^2$ by a divergence:

$$\partial_\mu\!\left(A_\nu\partial^\nu A^\mu-A^\mu\,\partial\cdot A\right)=\partial_\mu A_\nu\partial^\nu A^\mu-(\partial\cdot A)^2 ,$$

where the terms $A_\nu\partial^\nu(\partial\cdot A)$ and $-A^\mu\partial_\mu(\partial\cdot A)$ have cancelled. The sum is therefore

$$\mathscr L=-\tfrac12\partial_\mu A_\nu\,\partial^\mu A^\nu \tag{1}$$

plus a divergence, which does not affect the field equations. In the $\mu=0$ component of the divergence the time derivatives $A_0\partial^0A^0-A^0\partial_0A^0$ cancel. What is dropped is thus the time derivative of a function of the fields and their spatial derivatives, together with a spatial divergence. Dropping it amounts to a canonical transformation, and we may start from (1).

From (1),

$$\pi^\nu=\frac{\partial\mathscr L}{\partial\dot A_\nu}=-\dot A^\nu,\qquad \Box A^\nu=0 . \tag{2}$$

All four momenta now exist. The price is that (2) is not yet Maxwell's theory: $\Box A^\nu=0$ agrees with $\partial_\mu F^{\mu\nu}=0$ when $\partial^\nu(\partial\cdot A)=0$. The Lorenz condition $\partial\cdot A=0$ has to be supplied separately. Classically this is consistent, because the divergence of (2) gives $\Box(\partial\cdot A)=0$. If $\partial\cdot A$ and its time derivative vanish at one time, they vanish at all times.

### (b) Find the commutators of the mode operators.

**Solution.** The canonical relations at equal times are $[A_\mu(\mathbf x),\pi^\nu(\mathbf y)]=i\delta_\mu^\nu\,\delta(\mathbf x-\mathbf y)$, while the $A$'s commute among themselves and so do the $\pi$'s. Inserting $\pi^\nu=-\dot A^\nu$ and raising the index $\mu$,

$$[A^\mu(\mathbf x),\dot A^\nu(\mathbf y)]=-ig^{\mu\nu}\delta(\mathbf x-\mathbf y). \tag{3}$$

For a spatial component $-ig^{ii}=+i$, as for an ordinary coordinate and its velocity. For the time component the sign is reversed. Everything unusual below comes from that sign.

Take a periodic box of volume $V$ and write, with $k^0=\omega=|\mathbf k|$,

$$A^\mu(x)=\sum_{\mathbf k\ne0}\frac1{\sqrt{2\omega V}}\left(a^\mu(\mathbf k)e^{-ik\cdot x}+a^{\mu\dagger}(\mathbf k)e^{ik\cdot x}\right). \tag{4}$$

The term $\mathbf k=0$ is left out because it has no restoring force and is not an oscillator. The delta function in (3) then loses its constant Fourier component $1/V$, which has no effect on the integrals below. The dagger denotes the adjoint for which $A^\mu$ is self-adjoint. The inner product it belongs to is still to be found, and nothing has been assumed about its sign.

To isolate $a^\mu(\mathbf k)$, set $t=0$ and take Fourier integrals of (4):

$$\int d^3x\,e^{-i\mathbf k\cdot\mathbf x}A^\mu=\sqrt{\tfrac{V}{2\omega}}\left(a^\mu(\mathbf k)+a^{\mu\dagger}(-\mathbf k)\right),$$
$$\int d^3x\,e^{-i\mathbf k\cdot\mathbf x}\dot A^\mu=-i\omega\sqrt{\tfrac{V}{2\omega}}\left(a^\mu(\mathbf k)-a^{\mu\dagger}(-\mathbf k)\right).$$

In $\omega$ times the first plus $i$ times the second, the creation operators cancel:

$$a^\mu(\mathbf k)=\frac1{\sqrt{2\omega V}}\int d^3x\,e^{-i\mathbf k\cdot\mathbf x}\left(\omega A^\mu+i\dot A^\mu\right).$$

The commutator of $a^\mu(\mathbf k)$ with $a^{\nu\dagger}(\mathbf k')$ requires

$$[\omega A^\mu(\mathbf x)+i\dot A^\mu(\mathbf x),\,\omega'A^\nu(\mathbf y)-i\dot A^\nu(\mathbf y)]
=-i\omega[A^\mu(\mathbf x),\dot A^\nu(\mathbf y)]+i\omega'[\dot A^\mu(\mathbf x),A^\nu(\mathbf y)].$$

By (3) the first term is $-i\omega(-ig^{\mu\nu})\delta=-\omega g^{\mu\nu}\delta$. Exchanging the order in (3) gives $[\dot A^\mu(\mathbf x),A^\nu(\mathbf y)]=+ig^{\mu\nu}\delta$, so the second term is $-\omega'g^{\mu\nu}\delta$. The remaining integral $\int d^3x\,e^{-i(\mathbf k-\mathbf k')\cdot\mathbf x}=V\delta_{\mathbf k\mathbf k'}$ sets $\omega'=\omega$, and the prefactor $1/(2\omega V)$ cancels $2\omega V$:

$$[a^\mu(\mathbf k),a^{\nu\dagger}(\mathbf k')]=-g^{\mu\nu}\delta_{\mathbf k\mathbf k'} . \tag{5}$$

For two annihilation operators the same steps give a bracket $(\omega-\omega')g^{\mu\nu}\delta$. The integral then requires $\mathbf k'=-\mathbf k$, for which $\omega'=\omega$, so they commute.

### (c) What are the energy and the norm of a timelike photon, and can the sign be moved elsewhere?

**Solution.** Separating time and space derivatives in (1) gives $\mathscr L=-\tfrac12\dot A_\nu\dot A^\nu+\tfrac12\nabla A_\nu\cdot\nabla A^\nu$. With $\pi^\nu\dot A_\nu=-\dot A_\nu\dot A^\nu$,

$$H=\int d^3x\left(\pi^\nu\dot A_\nu-\mathscr L\right)=-\tfrac12\int d^3x\left(\dot A_\nu\dot A^\nu+\nabla A_\nu\cdot\nabla A^\nu\right).$$

Put $\alpha_{\mathbf k}=a(\mathbf k)e^{-i\omega t}$. The Fourier coefficient of $A$ at $\mathbf k$ is proportional to $\alpha_{\mathbf k}+\alpha^\dagger_{-\mathbf k}$, that of $\dot A$ to $-i\omega(\alpha_{\mathbf k}-\alpha^\dagger_{-\mathbf k})$. The integral pairs $\mathbf k$ with $-\mathbf k$. The time derivatives contribute a factor $(-i\omega)^2=-\omega^2$ and the gradients $(i\mathbf k)\cdot(-i\mathbf k)=\omega^2$. The integral is therefore

$$\sum_{\mathbf k}\frac{\omega}{2}\left[(\alpha_{\mathbf k}+\alpha^\dagger_{-\mathbf k})_\nu(\alpha_{-\mathbf k}+\alpha^\dagger_{\mathbf k})^\nu-(\alpha_{\mathbf k}-\alpha^\dagger_{-\mathbf k})_\nu(\alpha_{-\mathbf k}-\alpha^\dagger_{\mathbf k})^\nu\right].$$

The products of two $\alpha$'s and of two $\alpha^\dagger$'s cancel, and the mixed products double. Relabelling $-\mathbf k\to\mathbf k$ in one of them,

$$H=-\tfrac12\sum_{\mathbf k}\omega\left(a_\nu a^{\nu\dagger}+a_\nu^\dagger a^\nu\right)
\;\to\;\sum_{\mathbf k}\omega\left(\sum_{i=1}^3a^{i\dagger}a^i-a^{0\dagger}a^0\right). \tag{6}$$

The arrow is normal ordering. It drops the constant $-\tfrac12\omega\,g_{\mu\nu}(-g^{\mu\nu})=2\omega$ per wave vector, the zero-point energy of four oscillators.

The minus sign in (6) does not mean negative energy. From (5),

$$[H,a^{\mu\dagger}]=-\omega g_{\nu\rho}\,a^{\nu\dagger}[a^\rho,a^{\mu\dagger}]=\omega g_{\nu\rho}g^{\rho\mu}a^{\nu\dagger}=\omega a^{\mu\dagger}. \tag{7}$$

All four creation operators raise the energy by $+\omega$: the sign in $H$ meets the sign in the commutator.

Define the vacuum by $a^\mu(\mathbf k)|0\rangle=0$ and $\langle0|0\rangle=1$. Then

$$\langle0|a^0a^{0\dagger}|0\rangle=\langle0|[a^0,a^{0\dagger}]|0\rangle=-1 .$$

A timelike photon has energy $+\omega$ and norm $-1$. For several in one mode, $[a^0,(a^{0\dagger})^n]=-n(a^{0\dagger})^{n-1}$, so each further quantum multiplies the norm by $-n$, and $\langle0|(a^0)^n(a^{0\dagger})^n|0\rangle=(-1)^nn!$. Spatial photons give the usual $+n!$. A state with definite occupation numbers in the basis of timelike and spatial photons thus has negative norm when its total number of timelike photons is odd. With this inner product no probability interpretation is possible on the whole space. The positive norm obtained by dropping the signs does not help, because $A^0$ is then anti-self-adjoint and the norm changes under boosts.

Could the norm be repaired by exchanging the roles of $a^0$ and $a^{0\dagger}$? Suppose $a^{0\dagger}|0\rangle=0$ instead. Since $a^{0\dagger}a^0=a^0a^{0\dagger}+1$, the state $a^0|0\rangle$ has norm $+1$. The adjoint of (7) is $[H,a^0]=-\omega a^0$, however, so each such quantum now lowers the energy by $\omega$. For $\omega=3$ eV, and with the zero-point energy kept, the timelike oscillator has levels 1.5, 4.5, 7.5 eV, … in the first construction and $-1.5$, $-4.5$, $-7.5$ eV, … in the second. The second has no lowest state, so we keep the first and its indefinite norm.

One property of this space is used repeatedly below. Creation operators commute with each other, so a state with finitely many photons is a polynomial in creation operators acting on $|0\rangle$. The polynomial is unique, because occupation-number states are mutually orthogonal with nonzero norm and hence linearly independent.

### (d) In what form can the Lorenz condition be imposed?

**Solution.** Try first the operator equation $\partial\cdot A=0$. At equal times the spatial part $\partial_iA^i$ commutes with $A^\nu$, which leaves

$$[\partial\cdot A(\mathbf x),A^\nu(\mathbf y)]=[\dot A^0(\mathbf x),A^\nu(\mathbf y)]=ig^{0\nu}\delta(\mathbf x-\mathbf y).$$

This is not zero for $\nu=0$, so the operator equation contradicts the commutators.

Next try a condition on states, $\partial\cdot A(x)|\psi\rangle=0$ for all $x$. From (4),

$$\partial\cdot A=\sum_{\mathbf k}\frac{-i\omega}{\sqrt{2\omega V}}\left(L(\mathbf k)e^{-ik\cdot x}-L^\dagger(\mathbf k)e^{ik\cdot x}\right),\qquad L(\mathbf k)=\frac{k_\mu a^\mu(\mathbf k)}{\omega}. \tag{8}$$

The exponentials are independent functions of $x$, so both $L|\psi\rangle=0$ and $L^\dagger|\psi\rangle=0$ would be needed. But $L^\dagger$ multiplies the polynomial of $\psi$ by a nonzero linear polynomial, and a product of nonzero polynomials is nonzero. Hence $\psi=0$: the full condition rejects every state with finitely many photons, the vacuum included.

The obstacle is the creation part. The positive-frequency part, with time dependence $e^{-i\omega t}$, contains annihilation operators alone and can be imposed by itself:

$$L(\mathbf k)|\psi\rangle=0\quad\text{for every }\mathbf k. \tag{9}$$

Call the space of solutions $\mathcal P$. The vacuum belongs to it. For $\phi$ and $\psi$ in $\mathcal P$, $L$ annihilates $\psi$ on the right, and $L^\dagger$ acts to the left as $\langle\phi|L^\dagger=(L|\phi\rangle)^\dagger=0$. Therefore

$$\langle\phi|\,\partial\cdot A(x)\,|\psi\rangle=0 .$$

Together with $\Box A^\nu=0$ this gives $\langle\phi|\partial_\mu F^{\mu\nu}|\psi\rangle=0$. Maxwell's equations hold for matrix elements between states of $\mathcal P$, though not as operator equations on the whole space.

## Second half: the states allowed by the Lorenz condition

The symbols and results needed from the first half are these. The operators $a^\mu(\mathbf k)$ obey $[a^\mu,a^{\nu\dagger}]=-g^{\mu\nu}$ for equal $\mathbf k$ and commute otherwise, with $g=\mathrm{diag}(1,-1,-1,-1)$. Every $a^{\mu\dagger}(\mathbf k)$ raises the energy by $\omega=|\mathbf k|$, and a timelike photon has norm $-1$. States with finitely many photons are unique polynomials in creation operators acting on $|0\rangle$. The space $\mathcal P$ contains the states with $L(\mathbf k)|\psi\rangle=0$ for every $\mathbf k$, where $L=k_\mu a^\mu/\omega$.

### (e) Describe all states of $\mathcal P$.

**Solution.** For each $\mathbf k$ choose real unit vectors $\mathbf e_1,\mathbf e_2$ perpendicular to $\mathbf k$ and to each other. Define $a_\lambda=\mathbf e_\lambda\cdot\mathbf a$ for $\lambda=1,2$ and the longitudinal operator $a^\parallel=\mathbf k\cdot\mathbf a/\omega$. As the spatial part of $-g^{\mu\nu}$ is the unit matrix, these three are ordinary oscillators that commute with one another, for example $[a^\parallel,a^{\parallel\dagger}]=1$. Since $k_\mu a^\mu=\omega a^0-\mathbf k\cdot\mathbf a$,

$$L=a^0-a^\parallel,\qquad\text{and we define}\qquad M=\tfrac12(a^0+a^\parallel).$$

The commutators follow from $[a^0,a^{0\dagger}]=-1$ and $[a^\parallel,a^{\parallel\dagger}]=+1$:

$$[L,L^\dagger]=-1+1=0,\qquad[M,M^\dagger]=\tfrac14(-1+1)=0,\qquad[L,M^\dagger]=\tfrac12(-1-1)=-1. \tag{10}$$

The transverse operators commute with $L$, $L^\dagger$, $M$ and $M^\dagger$.

The relations $a^{0\dagger}=M^\dagger+\tfrac12L^\dagger$ and $a^{\parallel\dagger}=M^\dagger-\tfrac12L^\dagger$ let us rewrite every state as a unique polynomial in $a_1^\dagger,a_2^\dagger,L^\dagger,M^\dagger$. Let $L$ act on such a state and move it to the right until it meets the vacuum. It commutes with everything except $M^\dagger$, and each $M^\dagger$ that it passes leaves a factor $-1$. So $L$ acts as $-\partial/\partial M^\dagger$. A polynomial whose derivatives with respect to all the $M^\dagger(\mathbf k)$ vanish contains none of these variables. Hence $\mathcal P$ consists of the polynomials in $a_1^\dagger,a_2^\dagger$ and $L^\dagger$, for all $\mathbf k$, acting on the vacuum.

The condition has removed one of four kinds of quanta, not two. The kind created by $L^\dagger$ survives because $[L,L^\dagger]=-k_\mu k^\mu/\omega^2$ vanishes for lightlike $k$. If instead $k^2=m^2>0$, the one-quantum states allowed by $k_\mu a^\mu|\psi\rangle=0$ would, in the frame where $\mathbf k=0$, be the three spatial ones, all of positive norm. The structure found next therefore depends on the photon being massless.

The Lorenz condition has removed one of the four kinds of quanta, leaving in $\mathcal P$ the states built with $a_1^\dagger$, $a_2^\dagger$ and $L^\dagger$. It remains to find the sign of the inner product on $\mathcal P$, to deal with its zero-norm states, and to see which states and operators describe light.
